# Three Azimuthally Polarized Beams and the Inversion of the Hexagonal Interference Pattern

## Definitions and conventions

Three plane waves of the same frequency cross in a homogeneous, isotropic, lossless medium. Their wavevectors have length $k$, make the same polar angle $\theta$ with the $z$ axis, and have azimuths $\varphi_j=0,\ 2\pi/3,\ 4\pi/3$ for $j=0,1,2$. With the horizontal unit vector $\boldsymbol\rho_j=(\cos\varphi_j,\sin\varphi_j,0)$,

$$\mathbf k_j=k(\sin\theta\,\boldsymbol\rho_j+\cos\theta\,\hat{\mathbf z}),\qquad 0<\theta<90^\circ .$$

Azimuthal polarization, also called TE, means linear polarization along

$$\mathbf s_j=(-\sin\varphi_j,\cos\varphi_j,0).$$

This vector is perpendicular to $\boldsymbol\rho_j$ and to $\hat{\mathbf z}$, hence to $\mathbf k_j$, as a plane wave requires.

The waves are mutually coherent and have equal real amplitudes, set to 1. With phase factors $u_j=e^{i(\mathbf k_j\cdot\mathbf r+\beta_j)}$, the complex field is $\mathbf E=\sum_j u_j\mathbf s_j$. Intensity means $I=|\mathbf E|^2$, in units of one beam alone at the same depth. It is the electric quantity, because electric-dipole absorption in a resist is proportional to $|\mathbf E|^2$.

The scalar pattern, in which polarization is ignored, is $I_s=|\sum_j u_j|^2$. I write $\delta_{ij}$ for the phase of $u_i$ minus that of $u_j$, and

$$C=\cos\delta_{01}+\cos\delta_{02}+\cos\delta_{12},\qquad K=k\sin\theta,\qquad G=\sqrt3\,K .$$

## Theorem

Under these assumptions, at every point,

$$I=\frac{9-I_s}{2}. \tag{1}$$

The scalar peaks, $I_s=9$, are exact zeros of the electric field. The scalar zeros are the maxima, $I=4.5$. The beam phases $\beta_j$ translate the pattern without changing its form.

**Proof.** Expanding the scalar square gives three diagonal terms, each 1, and for each pair two conjugate terms whose sum is $2\cos\delta_{ij}$:

$$I_s=3+2C .$$

In the vector square each pair term carries the factor $\mathbf s_i\cdot\mathbf s_j$. For $i\ne j$,

$$\mathbf s_i\cdot\mathbf s_j=\sin\varphi_i\sin\varphi_j+\cos\varphi_i\cos\varphi_j=\cos(\varphi_i-\varphi_j)=-\tfrac12 ,$$

so

$$I=3+2\left(-\tfrac12\right)C=3-C .$$

Inserting $C=(I_s-3)/2$ gives $I=3-(I_s-3)/2=(9-I_s)/2$.

As the squared modulus of a sum of three unit numbers, $I_s$ lies between 0 and 9. Therefore $0\le I\le 4.5$. The value 9 occurs when all $u_j$ are equal, the value 0 when they are spaced by $120^\circ$ in phase; Lemma 2 shows that both occur in the plane.

For the phases, seek a horizontal displacement $\mathbf r_0$ with

$$(\mathbf k_j-\mathbf k_0)\cdot\mathbf r_0=-(\beta_j-\beta_0),\qquad j=1,2 .$$

The two difference vectors are horizontal and not parallel, so a unique solution exists. Then $\mathbf k_j\cdot\mathbf r_0+\beta_j$ is the same constant $c$ for all three beams, and $\mathbf k_j\cdot\mathbf r+\beta_j=\mathbf k_j\cdot(\mathbf r-\mathbf r_0)+c$. The common phase $c$ drops out of $|\mathbf E|^2$, leaving the pattern for zero phases displaced by $\mathbf r_0$. $\square$

From here on $\beta_j=0$ unless stated otherwise.

## Lemma 1: where the scalar peak goes

Define $U_m=\sum_j u_j e^{im\varphi_j}$ for $m=0,+1,-1$. Then

$$|U_0|^2+|U_+|^2+|U_-|^2=9,\qquad I=\tfrac12\left(|U_+|^2+|U_-|^2\right).$$

**Proof.** In $\sum_m|U_m|^2=\sum_{jl}u_ju_l^*\sum_m e^{im(\varphi_j-\varphi_l)}$ the inner sum is 3 for $j=l$ and $1+2\cos120^\circ=0$ otherwise. The total is $3\cdot3=9$.

Now resolve $\mathbf s_j$ along the circular unit vectors $\mathbf c_\pm=(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2$:

$$\mathbf c_\pm^*\cdot\mathbf s_j=\frac{-\sin\varphi_j\mp i\cos\varphi_j}{\sqrt2}=\frac{\mp i\,e^{\mp i\varphi_j}}{\sqrt2}.$$

The circular components of $\mathbf E$ are thus $\mp iU_\mp/\sqrt2$, and the sum of their squared moduli is the stated $I$. $\square$

Since $|U_0|^2=I_s$, this is (1) again, now with its cause visible. The scalar peak is the channel $U_0$, in which the beams add in phase. Azimuthal vectors with equal phases add to zero, so this channel carries no electric field.

At a maximum $\sum_j u_j=0$. After division by $u_0$ this reads $1+w+v=0$ with $|w|=|v|=1$. Hence $|1+w|=1$, so $2+2\,\mathrm{Re}\,w=1$ and $w=e^{\pm2\pi i/3}$, $v=w^*$. Apart from a common phase, $u_j=e^{\pm i\varphi_j}$. For the upper sign,

$$\mathbf E=\sum_j e^{i\varphi_j}(-\sin\varphi_j,\cos\varphi_j,0)=\tfrac32(-i,1,0),\qquad |\mathbf E|^2=\tfrac94\cdot2=4.5 ,$$

where $\sum\cos^2\varphi_j=\sum\sin^2\varphi_j=3/2$ and $\sum\sin\varphi_j\cos\varphi_j=0$ were used. The field is circular; the lower sign gives the opposite handedness.

## Lemma 2: geometry

The zeros form a triangular lattice of period

$$a=\frac{4\pi}{3K}=\frac{2\lambda}{3\sin\theta}, \tag{2}$$

and the maxima a honeycomb with neighbour distance $a/\sqrt3$. Midway between neighbouring maxima lies a saddle of height 4. The pattern does not depend on $z$, and its mean is 3.

**Proof.** The components of $\mathbf k_j$ give

$$\delta_{01}=\tfrac32Kx-\tfrac{\sqrt3}{2}Ky,\quad \delta_{02}=\tfrac32Kx+\tfrac{\sqrt3}{2}Ky,\quad \delta_{12}=\sqrt3\,Ky .$$

The common $k_z$ has cancelled, which removes $z$. Each cosine averages to zero over a cell, so the mean of $3-C$ is 3.

A zero needs equal $u_j$: $\delta_{12}=2\pi m$ and $\delta_{01}=2\pi n$ with integers $m,n$. Solving first for $y$, then for $x$,

$$y=\frac{2\pi m}{\sqrt3K}=\frac{\sqrt3}{2}am,\qquad x=\frac{2}{3K}(2\pi n+\pi m)=a\left(n+\frac m2\right),$$

which is the triangular lattice. In (2), $\lambda$ and $\theta$ belong to the same medium. At a horizontal interface $K$ is conserved, so the values in air give the period in the resist.

At $(0,\pm a/\sqrt3)$ the phases of $u_0,u_1,u_2$ are $0,\pm2\pi/3,\mp2\pi/3$, so these are maxima of opposite handedness. They are the centres of the triangles of zeros, two per cell, and repeat with the lattice as a honeycomb.

Adding the cosines of $\delta_{01}$ and $\delta_{02}$,

$$C=2\cos\left(\tfrac32Kx\right)\cos\left(\tfrac{\sqrt3}{2}Ky\right)+\cos(\sqrt3Ky).$$

On the line $x=a/2$ the first cosine is $\cos\pi=-1$. With $q=\sqrt3Ky/2$ and $\cos2q=2\cos^2q-1$,

$$I=3+2\cos q-\cos2q=4+2\cos q\,(1-\cos q). \tag{3}$$

This is 4 at $q=0$ and rises to 4.5 at $\cos q=1/2$, that is at $y=\pm a/(2\sqrt3)$, two neighbouring maxima. Across the line, at $y=0$ and $x=a/2+\xi$, $I=2+2\cos(3K\xi/2)$, which falls from 4. The point is a saddle. $\square$

By (3) the intensity stays between 4 and 4.5 along every edge of the honeycomb, the other edges following by the threefold symmetry and the lattice translations. The bright region is therefore a connected net. For a threshold below 4, what stays below threshold is a set of separate dark spots, one inside each hexagon. To see that there is only one, put $p=\tfrac32Kx$, so that $C=2\cos p\cos q+\cos2q$. Stationary points need $\sin p\cos q=0$ and $\sin q\,(\cos p+2\cos q)=0$, and these give only the values $I=0$, 4 and 4.5. The lowest point of every spot is therefore a zero, and each hexagon holds one zero.

**Shape of a dark spot.** Near a zero, $C=3-\frac12\sum\delta^2+\frac1{24}\sum\delta^4-\dots$. The three $\delta$ are $Gr\cos\alpha$ with $\alpha$ measured from three directions $60^\circ$ apart, up to signs that even powers ignore. For such directions $\sum\cos^2\alpha=3/2$ and $\sum\cos^4\alpha=9/8$, since the angle-dependent parts cancel. Hence

$$I=\tfrac34G^2r^2\left(1-\tfrac{1}{16}G^2r^2+\dots\right). \tag{4}$$

The spot is round to this order, and the leading term alone overestimates $I$.

## Proposition: conditions for the zeros

**Amplitudes.** If the amplitudes are $a_j>0$, then

$$I=\sum_ja_j^2-\sum_{i<j}a_ia_j\cos\delta_{ij}\ \ge\ \sum_ja_j^2-\sum_{i<j}a_ia_j=\tfrac12\sum_{i<j}(a_i-a_j)^2 .$$

The bound is attained where the phases agree. Exact zeros therefore require equal amplitudes. The floor is of second order in the imbalance.

**Polarization.** Let every beam be tilted by the same angle $\psi$ towards the plane of incidence, $\mathbf e_j=\cos\psi\,\mathbf s_j+\sin\psi\,\mathbf p_j$, with the TM vector $\mathbf p_j=\cos\theta\,\boldsymbol\rho_j-\sin\theta\,\hat{\mathbf z}$. For $i\neq j$,

$$\mathbf p_i\cdot\mathbf p_j=-\tfrac12\cos^2\theta+\sin^2\theta=-\tfrac12+\tfrac32\sin^2\theta .$$

The mixed products cancel, because $\mathbf s_i\cdot\boldsymbol\rho_j=\sin(\varphi_j-\varphi_i)$ changes sign when $i$ and $j$ are exchanged. Thus

$$I=3+2gC,\qquad g=-\tfrac12+\tfrac32\sin^2\theta\sin^2\psi . \tag{5}$$

At the former zeros $C=3$ and $I=3+6g=9\sin^2\theta\sin^2\psi$.

For pure TM, $\psi=90^\circ$, the pattern is still inverted at small $\theta$, with raised minima. It vanishes at $\sin^2\theta=1/3$, or $\theta=35.26^\circ$ in the medium, and has the scalar sign above that angle. Inversion as such is thus not peculiar to azimuthal polarization; within this family of equal tilts, exact zeros are. By (5), $I$ is linear in $C$ and never negative, so a zero can occur only at an end of the range $-\tfrac32\le C\le3$. At $C=3$ it needs $\sin\psi=0$. At $C=-\tfrac32$, where $I=3-3g$, it needs $g=1$, hence $\theta=90^\circ$, which is excluded.

**Magnetic field.** In units of one beam's magnetic amplitude, each TE beam contributes $\hat{\mathbf k}_j\times\mathbf s_j=\sin\theta\,\hat{\mathbf z}-\cos\theta\,\boldsymbol\rho_j$. At an electric zero the horizontal parts cancel and the vertical parts add to $3\sin\theta$. The magnetic intensity there is $9\sin^2\theta$: the point is dark for electric-dipole absorption, not free of field.

## Proposition: films

In a film whose isotropic index depends on $z$ alone, each TE beam has the form $f_j(z)\,\mathbf s_j\,e^{i\mathbf K_j\cdot\mathbf r}$, where $\mathbf K_j$ is the horizontal part of $\mathbf k_j$, and

$$f_j''+\left(n^2(z)k_0^2-K^2\right)f_j=0,$$

where $k_0$ is the vacuum wavenumber. At interfaces $f_j$ and $f_j'$ are continuous. Nothing here depends on $j$, and the incident amplitudes are equal, so all $f_j$ equal one function $f$. The intensity is $|f(z)|^2(3-C)$.

Refraction, absorption and reflection change the dose with depth but do not fill the zeros. If exposure changes the index laterally, as bleaching does, this argument no longer applies. The zeros nevertheless survive if the change follows the symmetry of the pattern. Threefold rotation about a zero leaves the total field unchanged, which forbids a horizontal field there. Reflection in a vertical plane through the zero that contains one beam direction reverses the total field, which forbids a vertical one.

## Worked example: pillars in a positive resist

The parameters are round values in the regime of ultraviolet laser interference lithography: wavelength 355 nm and $\theta=45^\circ$ in air, resist index $1.7+0.01i$, thickness 200 nm. Equation (2) gives

$$a=\frac{2\times355\ \text{nm}}{3\times0.7071}=334.7\ \text{nm},$$

and the maxima are $a/\sqrt3=193.2$ nm apart. A numerical search of the plane finds minima no higher than $4.7\times10^{-13}$ and a maximum of 4.5.

In the resist the polar angle is $24.58^\circ$. There, pure TM beams would give 1.56 at the TE zeros and 3.72 at the TE maxima: still inverted, but with lower contrast than TE. In air, at $45^\circ$, the same TM beams lie above the $35.26^\circ$ limit and have the scalar sign. The angle that matters is the one inside the resist.

Let one beam supply a dose of 20 mJ/cm², and let the resist clear at 30 mJ/cm², both referred to the mean of $|f|^2$ over the film. The maxima receive $4.5\times20=90$ mJ/cm², the saddles 80 and the mean is 60. Resist remains where $I<30/20=1.5$. This is below 4, so separate pillars remain around the zeros.

The leading term of (4) gives the radius

$$r\approx\frac{2}{G}\sqrt{\frac{1.5}{3}}=\frac{1.414}{0.02168\ \text{nm}^{-1}}=65\ \text{nm}.$$

The full pattern gives 70.2 nm towards the next zero and 70.1 nm towards a maximum. The radius is larger than the estimate because the next term in (4) is negative, and nearly the same in both directions because that term is isotropic. The pillars cover 16% of the area.

## Remarks: what fills the zeros

All floors below are in units of one beam.

**Power and polarization.** If one beam has 5% more power, its amplitude is $\sqrt{1.05}$ and the floor is $(\sqrt{1.05}-1)^2=0.0006$.

For a tilt, the entry into the resist matters. Continuity of the tangential fields gives the transmitted amplitudes, with $\theta_r$ the angle in the resist and $n$ its real index,

$$t_s=\frac{2\cos\theta}{\cos\theta+n\cos\theta_r},\qquad t_p=\frac{2\cos\theta}{n\cos\theta+\cos\theta_r}.$$

Substituting $n=\sin\theta/\sin\theta_r$,

$$\frac{t_p}{t_s}=\frac{\sin(\theta+\theta_r)}{\frac12(\sin2\theta+\sin2\theta_r)}=\frac1{\cos(\theta-\theta_r)} .$$

The tangent of the tilt grows by this factor: $2^\circ$ in air becomes $2.13^\circ$ in the resist. If all three beams tilt the same way, the floor is 0.002; if one tilts the opposite way, it is 0.005. Film reflections are left out of this estimate.

**Phase jitter.** If each beam has an independent Gaussian phase error of rms $s$ during the exposure, a pair difference has variance $2s^2$. Each cosine is multiplied by $e^{-s^2}$, and the floor is $3(1-e^{-s^2})$. For $s=0.1$ rad it is 0.030.

**Blur.** Gaussian blur of rms $\sigma$ per axis multiplies each cosine of spatial frequency $G$ by $e^{-G^2\sigma^2/2}$. For $\sigma=10$ nm the factor is 0.977, so the floor is 0.070 and the maximum falls to 4.47. The pillar radius changes by only about 1 nm, to 69.2 nm.

**Linewidth.** At fixed beam angles and equal path lengths on the axis, the pattern scales with $\lambda$ about the axis. A line of rms width 0.5 pm displaces it, 5 mm from the axis, by $5\ \text{mm}\times0.0005/355=7.0$ nm rms. Averaging the leading term of (4) gives a floor of 0.017.

These floors are small. Those from jitter, blur and linewidth, which are averages over independent displacements of the pattern, add to leading order. Power excess and tilt are static errors and add as fields. For a common tilt the residual field is vertical and that of the power excess horizontal, so these two floors also add. If one beam tilts the opposite way, the two residuals interfere, and their joint floor lies between about 0.003 and 0.008, depending on the beam, instead of 0.005. With the common tilt the total is about 0.12, or 2.4 mJ/cm², well below the clearing dose.

**Depth.** One pass through the film absorbs 7.5%. A substrate reflection of amplitude 0.1, chosen to represent an antireflection coating, makes a standing wave whose intensity ratio without absorption would be $(1.1/0.9)^2\approx1.5$. Together they make $|f|^2$ vary from 0.81 to 1.22 times its mean. The local threshold is 1.5 divided by this factor, so the radius varies between 80 and 63 nm. The reflection phase is taken as zero here; other phases move these limits by up to about 3 nm. For these numbers depth variation changes the pillar far more than blur does, although it leaves the zeros intact.

**Comparison with practice.** A frequency-tripled solid-state laser at 355 nm and a positive resist a few hundred nanometres thick are a real combination. The index, absorption, doses and blur used here are rough values; clearing doses vary widely between resists. Real exposures break the assumption of a dose uniform in depth, which here moves the radius by up to about 10 nm for the reflection phase taken, and by up to about 13 nm for other phases; the example also depends on the antireflection coating. Bare silicon would reflect an amplitude of roughly 0.6 to 0.7, and at the standing-wave nodes even the maxima would then receive only about 5 to 11 mJ/cm², too little to clear the resist between the pillars. Real resists also have no sharp threshold, may bleach, and can lose pillars during development. These effects are not sized here, so the radii describe the threshold contour of the image, not a predicted developed profile. The remaining values are in the numerical output below.

## Numbers as computed

```
Wavelength in air: 355 nm
Polar angle in air: 45 deg
Resist refractive index, real part: 1.7
Resist refractive index, imaginary part: 0.01
Resist thickness: 200 nm
Polar angle in resist: 24.58 deg
Period of zeros: 334.7 nm
Spacing of neighbouring maxima: 193.2 nm
G: 0.02168 1/nm
Largest searched minimum: 4.7e-13 one-beam
Searched maximum: 4.5 one-beam
Saddle: 4 one-beam
Cell mean: 3 one-beam
Circularity at lower maximum: -1
Circularity at upper maximum: 1
Magnetic intensity at electric zero: 1.557 one-beam
TM in resist, value at TE zero: 1.557 one-beam
TM in resist, value at TE maximum: 3.721 one-beam
TM zero-contrast angle in medium: 35.26 deg
One-beam dose: 20 mJ/cm2
Clearing dose: 30 mJ/cm2
Dose at maximum: 90 mJ/cm2
Dose at saddle: 80 mJ/cm2
Mean dose: 60 mJ/cm2
Clearing threshold: 1.5 one-beam
Pillar radius towards next zero: 70.21 nm
Pillar radius towards maximum: 70.13 nm
Pillar radius, quadratic estimate: 65.24 nm
Pillar area fraction: 16 %
Power excess of one beam: 5 %
Floor from power excess: 0.00061 one-beam
Common polarization tilt in air: 2 deg
Common polarization tilt in resist: 2.134 deg
Floor from polarization tilt: 0.00216 one-beam
Phase jitter per beam, rms: 0.1 rad
Floor from phase jitter: 0.0299 one-beam
Linewidth, rms: 0.5 pm
Distance from axis: 5 mm
Pattern displacement from linewidth, rms: 7.04 nm
Floor from linewidth: 0.0174 one-beam
Resist blur, rms per axis: 10 nm
Blur factor on C: 0.9768
Floor from blur: 0.0697 one-beam
Maximum after blur: 4.465 one-beam
Pillar radius after blur: 69.23 nm
Substrate amplitude reflection: 0.1
Absorption loss through film, one pass: 7.49 %
Smallest depth factor relative to mean: 0.807
Largest depth factor relative to mean: 1.22
Pillar radius at largest depth factor: 62.69 nm
Pillar radius at smallest depth factor: 79.92 nm
```
